\section*{Lifshitz tail of a chain with random binary site energies}

\section{What dimensions fix}

A particle moves on a chain of spacing $a$. Neighbouring sites are joined by a hopping amplitude $-t$, with $t>0$. Each site is independently of species A, energy $E_A$, with probability $c$, or of species B, energy $E_A+\Delta$, with probability $1-c$. Here $0<c<1$ and $\Delta>0$. The pure A band begins at $E_A-2t$, and $\varepsilon$ denotes energy above that point. Atomic units are used in the algebra, so $\hbar=1$.

A state of very small $\varepsilon$ needs a long stretch free of B sites. Near the band bottom such a stretch is described by the effective mass $m=1/(2ta^2)$. Mass and energy define one length, $1/\sqrt{2m\varepsilon}$. A stretch of length $\ell$ has probability $c^{\ell/a}=e^{-\kappa\ell}$, with $\kappa=|\ln c|/a$. If $\Delta$ drops out of the leading term, as a barrier much higher than $\varepsilon$ suggests, the logarithm of the number of states must have the form
\begin{equation}
\ln N\simeq -C\,\frac{\kappa}{\sqrt{2m\varepsilon}}
=-C\,|\ln c|\sqrt{\frac{t}{\varepsilon}} .
\end{equation}
The second form follows from $1/\sqrt{2m}=a\sqrt t$. Dimensions cannot give the number $C$, nor prove that $\Delta$ drops out. Both derivations below do so, with $C=\pi$:
\begin{equation}
\ln N(\varepsilon)=-\pi|\ln c|\sqrt{\frac{t}{\varepsilon}}+O(1),
\qquad \varepsilon\to0^+ . \label{law}
\end{equation}
Here $N(\varepsilon)$ is the integrated density of states: the number of levels up to $\varepsilon$, divided by the number of sites, for an infinitely long chain. The integrated quantity is used because binary disorder need not give a smooth density of states. The bounded remainder may oscillate.

\section{First derivation: counting levels by trial spaces}

\subsection{The edge and the counting rule}

Measure energy from $E_A-2t$. An A site then has energy $2t$ and a B site $2t+\Delta$. Sharing each $2t$ equally between the two bonds of the site gives
\begin{equation}
\langle\psi|H|\psi\rangle
=t\sum_n|\psi_{n+1}-\psi_n|^2+\Delta\sum_{n\in B}|\psi_n|^2 .
\label{form}
\end{equation}
The cross terms of the squares are the hopping terms. Both sums are nonnegative, so there are no levels below zero. An infinite random chain contains arbitrarily long A runs with probability one, and smooth trial functions on them have energies as close to zero as desired. Hence $\varepsilon=0$ is the spectral edge.

The number of levels up to $\varepsilon$ is the largest dimension of a space on which $\langle\psi|H|\psi\rangle\le\varepsilon\langle\psi|\psi\rangle$. Restricting the allowed functions cannot raise this number; enlarging the allowed space, with the energy and norm of the old functions unchanged, cannot lower it. Write
\begin{equation}
\varepsilon=2t(1-\cos k),\qquad x=\pi/k,\qquad 0<k\le\pi/2 .
\end{equation}
The length $x$ is half a wavelength in units of $a$.

\subsection{Lower bound}

Allow only functions that vanish on every B site. The chain separates into A runs with hard walls. On a run of $L$ sites, $\psi_j=\sin(jk)$ vanishes at $j=0$, and vanishing at $j=L+1$ requires $(L+1)k=n\pi$. The number of levels up to $\varepsilon$ is therefore $\lfloor(L+1)/x\rfloor$.

A run of length $L$ is a B site, then $L$ A sites, then a B site. Its density per site is $(1-c)^2c^L$. Since $\lfloor(L+1)/x\rfloor$ counts the positive integers $n$ with $L+1\ge nx$,
\begin{align}
N\ge N_D&=(1-c)^2\sum_{n\ge1}\ \sum_{L\ge\lceil nx\rceil-1}c^L\notag\\
&=(1-c)\sum_{n\ge1}c^{\lceil nx\rceil-1}. \label{ND}
\end{align}
The inner geometric sum supplied a factor $1/(1-c)$.

\subsection{Upper bound}

Replace the amplitude on each B site by two amplitudes, one attached to the bond on its left and one to the bond on its right. Give each half of the norm and half of the barrier energy. When the two amplitudes agree, the original norm and energy return. Dropping the condition that they agree enlarges the space, so the count cannot fall. The chain now separates into blocks of $L$ A sites with a half-B site at each end, $j=0$ and $j=L+1$.

Inside a block write $\psi_j=\sin(\beta+jk)$. Varying the energy with respect to $\psi_0$, whose norm is one half, gives
\begin{equation}
t(\psi_0-\psi_1)+\tfrac{\Delta}{2}\psi_0=\tfrac{\varepsilon}{2}\psi_0
=t(1-\cos k)\psi_0 .
\end{equation}
Substitute $\psi_1=\psi_0\cos k+\cos\beta\sin k$. The terms $t(1-\cos k)\psi_0$ cancel, leaving $(\Delta/2)\sin\beta=t\sin k\cos\beta$. Hence $\beta=\alpha$, where
\begin{equation}
\tan\alpha=\frac{2t\sin k}{\Delta},\qquad 0<\alpha<\frac{\pi}{2}.
\label{alpha}
\end{equation}
The same condition at the other end requires $\psi_j=\pm\sin[\alpha+(L+1-j)k]$. The two expressions agree for all $j$ when their arguments add to a multiple of $\pi$:
\begin{equation}
(L+1)k+2\alpha=n\pi,\qquad n=1,2,\ldots \label{block}
\end{equation}
The left side increases with $k$ in the range used, so the block has $\lfloor[(L+1)k+2\alpha]/\pi\rfloor$ levels up to $\varepsilon$. Summing over runs as before,
\begin{equation}
N\le N_U=(1-c)\sum_{n\ge1}
c^{\lceil(n\pi-2\alpha)/k\rceil-1}. \label{NU}
\end{equation}

\subsection{The limit}

The first term of \eqref{ND} alone gives $N\ge(1-c)c^x$, because $\lceil x\rceil-1<x$. For the upper bound, $\alpha\le\tan\alpha$ and $\sin k\le k$ give $2\alpha/k\le4t/\Delta$. Each exponent in \eqref{NU} is then at least $nx-1-4t/\Delta$. Summing the geometric series in $c^x$ and taking logarithms,
\begin{align}
\ln(1-c)\le{}&\ln N+x|\ln c|\notag\\
\le{}&\ln(1-c)+\Bigl(1+\frac{4t}{\Delta}\Bigr)|\ln c|
-\ln(1-c^x). \label{remainder}
\end{align}
The last term tends to zero, so the remainder is bounded. Finally $\varepsilon=4t\sin^2(k/2)$ gives
\begin{equation}
x=\frac{\pi}{2\arcsin\sqrt{\varepsilon/4t}}
=\pi\sqrt{\frac t\varepsilon}
\left[1-\frac{\varepsilon}{24t}+O(\varepsilon^2/t^2)\right].
\label{xexp}
\end{equation}
The correction to $x$ vanishes as $\sqrt\varepsilon$, and \eqref{law} follows.

The limits of \eqref{remainder} guarantee a small relative error when $x\gg1+4t/\Delta$ and $x|\ln c|\gg1+|\ln(1-c)|$. These conditions are sufficient; for a weak barrier the first is met only at low energy, though the law may hold earlier. The second fails at fixed energy as $c\to1$. For $\Delta\to\infty$, $\alpha\to0$ and the bounds coincide. Then $N=N_D$ is a staircase, which shows why a smooth density cannot be assumed.

An energy window still obeys the law. For fixed $0<q<1$, $N(q\varepsilon)/N(\varepsilon)\to0$ by \eqref{law}, so the number of states between $q\varepsilon$ and $\varepsilon$ has the same leading logarithm as $N(\varepsilon)$.

\section{Second derivation: the phase of the wavefunction}

\subsection{From levels to phase}

Start a solution at a hard wall, $\psi_0=0$, and let $r_n=\psi_{n+1}/\psi_n$. With $b_n=1$ on B sites and $0$ on A sites, the Schr\"odinger equation gives
\begin{equation}
r_n=2\cos k+\frac{\Delta}{t}b_n-\frac1{r_{n-1}} .
\end{equation}
The numbers $tr_n$ are also the pivots obtained when $H-\varepsilon$ is reduced to diagonal form by elimination. This reduction is a congruence, which preserves the number of negative eigenvalues. The number of levels below $\varepsilon$ is therefore the number of negative $r_n$. The finitely many energies at which a pivot vanishes can be avoided.

Define a phase $0\le\varphi_n<\pi$ by
\begin{equation}
r_n=\frac{\sin(\varphi_n+k)}{\sin\varphi_n}
=\cos k+\sin k\cot\varphi_n .
\end{equation}
Put $y=\varphi_{n-1}+k$. On an A site,
\begin{equation}
r_n=2\cos k-\frac{\sin(y-k)}{\sin y}=\frac{\sin(y+k)}{\sin y},
\end{equation}
so the new phase is $y$, reduced by $\pi$ if necessary. On a B site the added $\Delta/t$ gives
\begin{equation}
\cot\varphi_n=\cot y+\frac{\Delta}{t\sin k}. \label{Bmap}
\end{equation}
A B site thus pulls the phase back, but not past a multiple of $\pi$. The ratio $r_n$ is negative when $\pi-k<\varphi_n<\pi$, that is, when the next advance by $k$ crosses $\pi$. Hence $N$ is the number of crossings per site. It is also the stationary probability of finding the phase in the last interval of width $k$ below $\pi$.

\subsection{Bounds on the crossings}

Immediately after a B site the phase is at least zero. The next $L$ A sites and the advance at the following B site add $(L+1)k$. They produce at least $\lfloor(L+1)k/\pi\rfloor$ crossings, which gives $N\ge N_D$ again.

For the upper bound, let the phase accumulate without reduction by $\pi$. Equation \eqref{alpha} gives $\Delta/(t\sin k)=2\cot\alpha$, so \eqref{Bmap} is two successive applications of a map $G$,
\begin{equation}
\cot G(y)=\cot y+\cot\alpha,
\end{equation}
with $G(y)$ kept between the same multiples of $\pi$ as $y$. The map is increasing, and
\begin{equation}
G(\pi/2)=\alpha,\qquad G(\pi-\alpha)=\pi/2 . \label{G}
\end{equation}
Let $U_j$ be the accumulated phase between the two halves of the $j$th B site. If $U_j\le\pi/2+S_j\pi$ for an integer $S_j$, the second half gives a phase of at most $\alpha+S_j\pi$. A run of $L_j$ A sites follows. Set
\begin{equation}
n_j=\left\lfloor\frac{(L_j+1)k+2\alpha}{\pi}\right\rfloor .
\end{equation}
By the definition of the integer part, $\alpha+(L_j+1)k<(n_j+1)\pi-\alpha$. Applying $G$ for the first half of the next B site and using \eqref{G},
\begin{equation}
U_{j+1}<\frac{\pi}{2}+(S_j+n_j)\pi .
\end{equation}
By induction the total number of crossings is at most the sum of the $n_j$, apart from a finite constant. Averaging over runs gives $N\le N_U$, and \eqref{remainder} and \eqref{law} follow as before. A short run has $n_j=0$. Once $U_j$ lies no more than $\pi/2$ above a multiple of $\pi$, the B sites return the phase before it can cross, however many short runs follow one another.

\section{A worked chain}

Take $t=1$ eV, $\Delta=2$ eV, $c=0.5$ and $a=3$ angstrom. The effective mass is $0.42$ electron masses. The coefficient of the law is $\pi|\ln c|\sqrt t=2.178\ \mathrm{eV}^{1/2}$. At $\varepsilon=0.08885$ eV,
\begin{equation}
-\frac{2.178}{\sqrt{0.08885}}=-7.31 .
\end{equation}
Iterating the distribution of the phase to its stationary form gives $\ln N=-6.93$, or $0.949$ of the leading law. Further down the tail:

\begin{center}
\begin{tabular}{cccc}
$x$ & $\varepsilon$ (eV) & $\ln N$ & ratio to law\\
$10.5$ & $0.08885$ & $-6.93$ & $0.949$\\
$20.5$ & $0.02344$ & $-13.86$ & $0.975$\\
$30.5$ & $0.01060$ & $-20.79$ & $0.983$\\
$40.5$ & $0.00601$ & $-27.73$ & $0.987$
\end{tabular}
\end{center}

The ratio approaches one slowly because a constant remains beside a term growing as $x$. Here that constant can be found. After a B site, $\psi_j=\sin(\varphi+jk)$ extrapolates to a node $u=\varphi/k$ sites behind it. For small $k$ and small $y$, \eqref{Bmap} gives $1/u=\Delta/t+k/y$. With $\Delta/t=2$ and $k\le y<\pi/2$, which holds when the preceding runs are short, $u$ lies between about $1/3$ and $1/2$. At $x=10.5$ about $3\%$ of B sites fall outside this range. The other end of the run has a similar extension $v$, and a level requires
\begin{equation}
L+1+u+v=x,\qquad \tfrac23\le u+v\le1 .
\end{equation}
For $x=m+\tfrac12$, with $m$ an integer, this selects runs with $L\ge m-1$. Their density is $(1-c)c^{m-1}=2^{-m}$. At $x=10.5$ this is $9.766\times10^{-4}$, matching the computed value to the digits shown. The estimate neglects second levels on runs about twice as long, and the influence of comparably long neighbouring runs. Both are much rarer than a single run of the selected length, though each alone would alter the fourth digit. At $x=10.5$ second levels add about $5\times10^{-4}$ of $N$. Two nine-site runs sharing one B site hold only one level below $\varepsilon$, which removes a similar amount. The net correction is about $2\times10^{-5}$ of $N$.

The run bounds at this energy are $4.89\times10^{-4}$ and $1.95\times10^{-3}$. A direct count in 2000 random chains of 4000 sites gave $9.81\times10^{-4}$, about $0.5\%$ above the phase result.

A chain $100000$ angstrom long ($10\ \mu$m) has $33333$ sites. The expected number of runs of at least $L$ sites is $33333\times2^{-(L+1)}$, which falls to about one at $L=14$. In 40 sampled chains the median longest run was indeed 14 sites and the median lowest level was $0.040$ eV. A finite channel of this length therefore seldom reaches the lower rows of the table. The lowest state had a median weight of $0.998$ on its A run.

One sampled chain had a much lower level, $0.0207$ eV. This corresponds to $x=21.8$, and the two run bounds then require a longest run of 19 or 20 sites. The run has 20 sites, as $L+1+u+v=x$ requires. Runs of at least 20 sites are expected $0.016$ times per chain, or about $0.6$ times in 40 chains, so the event is not surprising. Inserting B sites to break every run longer than eight sites raised this chain's lowest level to $0.091$ eV. The block condition \eqref{block} forbids any level below $0.082$ eV in the broken chain. With the other sites held fixed, removing the long runs removed the deep level.

\section{Beside a real thin film}

The chosen mass is roughly typical of the metal-$s$ conduction bands of amorphous oxide semiconductors, where a few tenths of an electron mass is usual. The spacing is of atomic size, and $10\ \mu$m is a plausible transistor channel length. The barrier and composition are round choices, not fitted values. One assumption that a bulk film clearly breaks is one-dimensionality. On a cubic lattice with the same $t$ and $c$, a ball of A sites of radius 10 spacings contains 4139 sites. With hard walls (inside the alloy the level falls to about $0.08$ eV) its ground level is $0.093$ eV above the three-dimensional edge $E_A-6t$, but the logarithm of its probability is $4139\ln(0.5)=-2869$. The chain law at that energy gives $-7.1$. The ball is one sufficient configuration, so $-2869$ is not a value of $\ln N$ in three dimensions. Apart from a packing term of about $-9$ for non-touching balls, it is only a lower bound, so it cannot by itself exclude the chain value. But the cost of a ball grows as its volume, that is as $\varepsilon^{-3/2}$, while the cost of a run grows as its length, $\varepsilon^{-1/2}$. This suggests that the chain law should not be carried over to a bulk film.

Site energies within one species also vary in a disordered solid. For an independent spread $w$, first-order perturbation theory on a hard-wall run, with $\psi_j^2=[2/(L+1)]\sin^2[\pi j/(L+1)]$, gives the level width
\begin{equation}
\delta\varepsilon=w\Bigl(\sum_j\psi_j^4\Bigr)^{1/2}
=w\sqrt{\frac{3}{2(L+1)}},\qquad L\ge2,
\end{equation}
because the sum of $\sin^4$ is $3(L+1)/8$. For $w=0.05$ eV and $L=14$ this is $0.016$ eV, some $40\%$ of the median lowest level. By the slope of the law at $0.040$ eV, a rigid shift of all levels by this width would change $\ln N$ by about $2$ to first order; the shift is large enough that the actual changes are about $+1.5$ in one direction and $-3.3$ in the other. A random spread moves levels both ways, so its net effect on $\ln N$ requires an average over runs and is not given by this figure. If the distribution of site energies has no lower limit, there is no sharp edge and \eqref{law} fails at sufficiently low energy.

Temperature selects the part of the tail that carriers occupy. Nondegeneracy is a strong condition here. At 300 K the Boltzmann-weighted number of levels is about $10^{-4}$ per site, some four in a $10\ \mu$m chain, and the carrier number must stay below this. At $10^{-3}$ carriers per site, with one carrier per level, Fermi filling already raises the mean energy to about $0.10$ eV. For nondegenerate carriers the leading weight is $\exp(-A\varepsilon^{-1/2}-\varepsilon/k_BT)$, with $A=\pi|\ln c|\sqrt t$. Setting the derivative of the exponent to zero gives
\begin{equation}
\varepsilon_*=\left(\frac{A\,k_BT}{2}\right)^{2/3}.
\end{equation}
At 300 K, $k_BT=0.02585$ eV and $\varepsilon_*=0.093$ eV. The mean energy computed from 40 random chains of 2000 sites is $0.087$ eV. Samples of that size scatter by about $0.003$ eV, and a sample of 4.8 million sites gives $0.090$ eV. This mean lies near the first row of the table, where the leading law is still about $5\%$ from $\ln N$. Individual carriers are spread over several hundredths of an eV about it.

\section{What each derivation assumes}

Both derivations require a lowest site energy that occurs with finite probability, a positive gap $\Delta$ to the other species, and nearest-neighbour hopping. Independence of the sites enters through the run density alone. If correlated disorder gives A runs of at least $L$ sites a density $e^{-\gamma L+o(L)}$ with $\gamma>0$, the same block counts give $\ln N\sim-\pi\gamma\sqrt{t/\varepsilon}$. If long runs are rare only as a power of $L$, the inverse-square-root divergence is lost.

The first derivation rests on the positive energy \eqref{form} and on comparing trial spaces. It does not need the sites to be visited in order, so restricting functions to A regions also gives lower bounds in higher dimensions. Its result is a pair of bounds.

The second derivation needs an ordered chain in which one ratio carries all the information from one site to the next. That is a stronger assumption about geometry. In return, the stationary phase distribution determines $N$ itself, including the bounded term that the trial spaces leave open. The numerical output below gives the principal values used here.

\section*{Table of computed values}
\begin{verbatim}
hopping t = 1.00 eV; barrier Delta = 2.00 eV
A fraction c = 0.50; spacing a = 3.00 angstrom
effective mass = 0.423 electron masses
law coefficient pi|ln c|sqrt(t) = 2.1776 eV^(1/2)
x = pi/k = 10.5: eps = 0.088854 eV
  run bounds on N: 4.8876e-04 to 1.9541e-03 per site
  phase-grid N: 9.7658e-04 to 9.7658e-04 per site
  ln N = -6.9315; leading law = -7.3053; ratio = 0.9488
x = pi/k = 20.5: eps = 0.023439 eV
  run bounds on N: 4.7684e-07 to 1.9073e-06 per site
  phase-grid N: 9.5367e-07 to 9.5367e-07 per site
  ln N = -13.8629; leading law = -14.2234; ratio = 0.9747
x = pi/k = 30.5: eps = 0.010600 eV
  run bounds on N: 4.6566e-10 to 1.8626e-09 per site
  phase-grid N: 9.3132e-10 to 9.3132e-10 per site
  ln N = -20.7944; leading law = -21.1503; ratio = 0.9832
x = pi/k = 40.5: eps = 0.006014 eV
  run bounds on N: 4.5475e-13 to 1.8190e-12 per site
  phase-grid N: 9.0949e-13 to 9.0949e-13 per site
  ln N = -27.7259; leading law = -28.0795; ratio = 0.9874
slope of ln N against law, x=20.5 to 40.5: 1.00050
random chains, x = 7.5: N = 7.8151e-03; phase N = 7.8178e-03 per site
random chains, x = 10.5: N = 9.8125e-04; phase N = 9.7658e-04 per site
random chains, x = 13.5: N = 1.2387e-04; phase N = 1.2207e-04 per site
channel length = 100000 angstrom = 10.0 um
sites in channel = 33333; chains sampled = 40
median longest A run = 14.0 sites
median lowest level = 0.0396 eV above edge
median weight of lowest state on its run = 0.9977
last chain: lowest level = 0.0207 eV
  after breaking runs over 8 sites = 0.0911 eV
  split-block floor for 8 sites = 0.0822 eV
temperature = 300 K; kT = 0.02585 eV
thermal mean carrier energy = 0.0871 eV
saddle estimate of carrier energy = 0.0925 eV
spread within A species = 0.050 eV
level width on 14-site run = 0.0161 eV; first order = 0.0158 eV
cubic-lattice A ball: radius = 10 sites, volume = 4139 sites
  ground level = 0.0931 eV above its edge
  ln probability of ball = -2868.9
  chain law at that energy: ln N = -7.14
\end{verbatim}
